# Photon Energy and the Pair-Creation Limit in Laser Backscattering

## Problem

A beam of electrons with energy $E$, momentum $P$ and mass $m$ meets a laser beam head-on. An electron absorbs one laser photon of energy $\omega$ and emits one photon of energy $\omega'$. If the electron is so energetic that $4E\omega$ is comparable to or larger than $m^2$, the photon can leave with a large part of the beam energy. While it is still inside the laser pulse, it can meet another laser photon and be lost by turning into an electron–positron pair.

Units with $\hbar=c=1$ are used, and energies are given in eV, MeV or GeV. The product of two four-vectors is $a\cdot b=a^0b^0-\mathbf a\cdot\mathbf b$. The laser is monochromatic and weak, so each elementary process absorbs one laser photon unless stated otherwise.

**(a)** Find $\omega'$ as a function of the angle $\theta$ between the scattered photon and the incoming electron's direction.

**(b)** Find the largest $\omega'$ for $\omega<P$. Show that for $E\gg m$ the largest fraction of the beam energy carried by the photon is
$$\frac{\omega'_{\max}}{E}=\frac{x}{1+x},\qquad x=\frac{4E\omega}{m^2}.$$

**(c)** Show that no scattered photon can create a pair with one further photon of the same laser beam if $x<2(1+\sqrt2)$. In which variable does this limit hold without the approximation $E\gg m$?

**(d)** Evaluate the results for a 250 GeV beam with laser wavelengths of 1.0 and 0.5 µm, and for a 1 GeV beam with 1.0 µm.

## Hints

1. The final electron is not asked for. Isolate its four-momentum on one side of the conservation law and square.
2. For the maximum, look at the denominator of $\omega'(\theta)$. The difference $E-P$ is tiny for a fast electron, and it is best rewritten with $(E-P)(E+P)=m^2$.
3. Two photons can become a pair if their invariant mass is large enough. What is the smallest invariant mass of two particles of mass $m$?
4. The photon with the largest energy need not be the one with the largest invariant mass relative to the laser. Maximize the second quantity separately.

## Solution

### (a) Energy and angle

Let $p$ and $k$ be the four-momenta of the incoming electron and the laser photon, and $p'$ and $k'$ those of the outgoing particles. Conservation gives $p'=p+k-k'$. Squaring, with $p^2=p'^2=m^2$ and $k^2=k'^2=0$,
$$m^2=m^2+2p\cdot k-2p\cdot k'-2k\cdot k',$$
and therefore
$$p\cdot k=p\cdot k'+k\cdot k'.\tag{1}$$

Let the electron move along $+z$ and the laser photon along $-z$. The scattered photon has momentum component $\omega'\cos\theta$ along $z$. The three products are
$$p\cdot k=\omega(E+P),\qquad p\cdot k'=\omega'(E-P\cos\theta),\qquad k\cdot k'=\omega\omega'(1+\cos\theta).$$
The plus signs in the first and third come from the laser photon's negative $z$ momentum. Inserting them in (1) and solving for $\omega'$,
$$\omega'(\theta)=\frac{\omega(E+P)}{E-P\cos\theta+\omega(1+\cos\theta)}
=\frac{\omega(E+P)}{E+\omega-(P-\omega)\cos\theta}.\tag{2}$$

At $\theta=\pi$ the denominator is $E+P$, and $\omega'=\omega$: the photon has not been deflected. At $\theta=0$ it has been turned back and follows the electron beam.

### (b) The largest photon energy

The numerator of (2) does not depend on the angle. For $\omega<P$ the coefficient of $-\cos\theta$ in the denominator is positive, so the denominator is smallest at $\theta=0$:
$$\omega'_{\max}=\frac{\omega(E+P)}{E-P+2\omega}.$$
Multiply numerator and denominator by $E+P$ and use $(E-P)(E+P)=m^2$:
$$\omega'_{\max}=\frac{\omega(E+P)^2}{m^2+2\omega(E+P)}.$$
This suggests the dimensionless invariant
$$X=\frac{2p\cdot k}{m^2}=\frac{2\omega(E+P)}{m^2}.\tag{3}$$
The denominator is $m^2(1+X)$. In the numerator, $\omega(E+P)=m^2X/2$ leaves one factor $E+P$, so
$$\omega'_{\max}=\frac{E+P}{2}\,\frac{X}{1+X}\qquad(\omega<P).\tag{4}$$
No high-energy approximation has been made. For $E\gg m$ we have $P\simeq E$, hence $X\simeq 4E\omega/m^2=x$ and $(E+P)/2\simeq E$. Equation (4) becomes
$$\frac{\omega'_{\max}}{E}=\frac{x}{1+x},\tag{5}$$
as was to be shown. The condition $\omega<P$ is then satisfied for any fixed $x$, because $\omega=xm^2/(4E)$ falls as $E$ grows.

The size of the approximation can be found. Put $r=(1+P/E)/2$, so that $X=rx$ and the fraction in (4) is $r^2x/(1+rx)$. For a fast electron $P/E\simeq1-m^2/(2E^2)$, so $r\simeq1-\delta$ with $\delta=m^2/(4E^2)$. To first order in $\delta$, the factor $r^2$ lowers the fraction by the relative amount $2\delta$, while the smaller denominator raises it by $\delta x/(1+x)$. Relative to (5), the exact fraction is thus smaller by
$$\delta\left(2-\frac{x}{1+x}\right).\tag{6}$$

**What $x$ measures.** In the rest frame of the incoming electron, $p\cdot k=m\omega_0$, where $\omega_0$ is the laser photon's energy in that frame. Hence $X=2\omega_0/m$, and $X$ tells whether the recoil of the electron matters.

- For $x\ll1$ the recoil is weak, and (5) gives $\omega'_{\max}\simeq xE=4\gamma^2\omega$ with $\gamma=E/m$. This is the Thomson regime. One factor $2\gamma$ comes from the transformation into the rest frame, where the photon is turned back with nearly unchanged energy, and the other from the transformation back.
- For $x\gg1$ the photon takes nearly everything. The fraction left to the electron is $1-x/(1+x)=1/(1+x)$ plus $\omega/E=x/(4\gamma^2)$; the second term is negligible as long as $x\ll2\gamma$. By (4), the photon fraction stays below one for all $\omega<P$.

**How narrow the energetic part of the beam is.** For $E\gg m$ and small $\theta$, write $\cos\theta\simeq1-\theta^2/2$ in (2) and neglect $\omega$ beside $P$ in the coefficient of $\theta^2$. The denominator becomes
$$E-P+2\omega+\frac{E\theta^2}{2}\simeq\frac{m^2}{2E}(1+x)+\frac{E\theta^2}{2},$$
where $E-P\simeq m^2/(2E)$ and $2\omega=xm^2/(2E)$ were used. Therefore
$$\omega'(\theta)\simeq\frac{\omega'_{\max}}{1+(\theta/\theta_0)^2},\qquad\theta_0=\frac mE\sqrt{1+x}.\tag{7}$$
At $\theta_0$ the photon energy has dropped to half its largest value.

**When the electron is slow.** If $\omega>P$, the coefficient of $\cos\theta$ in the denominator of (2) changes sign. The largest energy is then found at $\theta=\pi$ and equals $\omega$. The electron can no longer raise the photon's energy, and (4) gives the energy at $\theta=0$ but not the maximum. At $\omega=P$ the total momentum vanishes and $\omega'=\omega$ at every angle.

### (c) Pair creation on the laser

**The condition for a pair.** Let the pair have four-momenta $q_1$ and $q_2$. Then
$$(q_1+q_2)^2=2m^2+2q_1\cdot q_2.$$
In the rest frame of the first particle, $q_1\cdot q_2=mE_2\ge m^2$, so $(q_1+q_2)^2\ge4m^2$. Equality holds when both particles move with the same velocity. The two photons must supply this invariant mass:
$$(k+k')^2=2k\cdot k'\ge4m^2.\tag{8}$$
Condition (8) is also sufficient as far as conservation laws go: in the frame where the two photon momenta cancel, each particle of the pair receives half the total energy, which is at least $m$.

**The most dangerous photon.** The second laser photon has the same four-momentum $k$ as the first. With (2),
$$k\cdot k'=\omega\omega'(1+\cos\theta)=\omega^2(E+P)\,\frac{1+c}{A-Bc},$$
where $c=\cos\theta$, $A=E+\omega$ and $B=P-\omega$. The derivative of the fraction is
$$\frac{d}{dc}\,\frac{1+c}{A-Bc}=\frac{(A-Bc)+B(1+c)}{(A-Bc)^2}=\frac{A+B}{(A-Bc)^2}=\frac{E+P}{(A-Bc)^2}>0.$$
The maximum is therefore at $c=1$, whatever the sign of $P-\omega$. For $\omega<P$ this photon is also the one with the largest energy. For $\omega>P$ it is not: the photon with $\omega'=\omega$ travels along with the laser, and $k\cdot k'=0$ for it.

At $c=1$ the energy is given by the right-hand side of (4), since that algebra did not use $\omega<P$ once $\theta=0$ was chosen. Hence
$$2k\cdot k'\Big|_{\max}=4\omega\,\frac{E+P}{2}\,\frac{X}{1+X}=2\omega(E+P)\frac{X}{1+X}=\frac{m^2X^2}{1+X}.\tag{9}$$

**The limit.** The function $X^2/(1+X)$ has the derivative $(X^2+2X)/(1+X)^2$, which is positive for $X>0$. There is thus a single threshold, at which (9) equals $4m^2$:
$$X^2=4(1+X)\quad\Longrightarrow\quad (X-2)^2=8\quad\Longrightarrow\quad X=2\pm2\sqrt2.$$
The negative root is excluded because $X>0$. One scattered photon and one laser photon cannot create a pair if
$$X<2(1+\sqrt2)\simeq4.83.\tag{10}$$
The variable in which the limit holds without approximation is $X$. For $E\gg m$ it turns into the required condition on $x$.

The photon fraction at the limit follows from (5). Since $3+2\sqrt2=(1+\sqrt2)^2$,
$$\frac{x}{1+x}=\frac{2(1+\sqrt2)}{3+2\sqrt2}=\frac{2}{1+\sqrt2}=2(\sqrt2-1)\simeq0.828.$$
For $\omega<P$, and in particular for $E\gg m$, a pair-free arrangement of this kind therefore gives the photon less than about 83% of the electron's energy; by (4), the extra factor $(E+P)/(2E)\le1$ can only lower the fraction.

The difference between $X$ and $x$ is visible for slow electrons. A numerical search over final states built from four-vectors places the threshold at $X=4.8284$ for $P=0.5\,m$, $3\,m$ and $50\,m$. The corresponding values of $4E\omega/m^2$ are 6.67, 4.96 and 4.829. The first case has $E=1.118\,m$, so $\omega=6.67\,m/(4\times1.118)\simeq1.5\,m$. This exceeds $P$, and the threshold in $X$ is still the same.

### (d) Numbers

**250 GeV and 1.0 µm.** The laser photon has $\omega=1.2398$ eV, and $m=0.5110$ MeV. Then
$$x=\frac{4\,(250\times10^9)(1.2398)}{(0.5110\times10^6)^2}=4.748,\qquad\frac{x}{1+x}=\frac{4.748}{5.748}=0.826.$$
The most energetic photon carries 206.5 GeV, and 43.5 GeV remain with the electron. The Thomson estimate $xE$ would be 1187 GeV, more than the beam energy, so recoil cannot be neglected here.

By (9), the largest invariant mass of the two photons, in units of $2m$, is
$$\frac{x}{2\sqrt{1+x}}=\frac{4.748}{2\sqrt{5.748}}=0.990.$$
The arrangement lies 1% below the pair threshold in invariant mass. At fixed beam energy $x$ is inversely proportional to the wavelength, so the shortest pair-free wavelength is $1.0\times4.748/4.828=0.983$ µm. At fixed wavelength $x$ is proportional to $E$, so the beam energy may rise to $250\times4.828/4.748=254$ GeV.

The angle in (7) is $\theta_0=\sqrt{5.748}/(4.892\times10^5)=4.9\times10^{-6}$ rad. The energetic photons stay close to the direction of the electrons.

**250 GeV and 0.5 µm.** Halving the wavelength doubles $x$ to 9.496. The fraction rises only to $9.496/10.496=0.905$, or 226 GeV. The largest invariant mass is now 1.466 in units of $2m$, and pair creation is possible.

Not every scattered photon is affected. Photons carrying an appreciable part of the beam energy have $\cos\theta\simeq1$ by (7), so (8) reads $\omega\omega'\ge m^2$, or
$$\frac{\omega'}{E}\ge\frac{m^2}{E\omega}=\frac4x=0.421.$$
Photons above about 105 GeV can be lost, and these include the ones for which the shorter wavelength was chosen. How many are lost depends on the cross section and on the density and length of the laser pulse, which kinematics does not determine.

**1 GeV and 1.0 µm.** Here $x=0.0190$, and the largest photon energy is 18.64 MeV. The Thomson estimate is 18.99 MeV, higher by 1.9% of the correct value. This is the expected excess, since the ratio of $xE$ to $xE/(1+x)$ is $1+x$. The largest photon-pair mass is only 0.0094 in units of $2m$, far from threshold.

**Accuracy of (5).** The maxima found from four-vectors differ from $x/(1+x)$ by a relative $1.2\times10^{-12}$ at 250 GeV and 1.0 µm, and by $1.3\times10^{-7}$ at 1 GeV. Equation (6) accounts for both. At 1 GeV, for instance, $\gamma=1957$ gives $\delta=1/(4\gamma^2)=6.5\times10^{-8}$, and the bracket is $2-0.019=1.98$. The high-energy approximation is thus harmless in all three cases.

## Variation 1: a tilted laser

*The laser direction is turned by an angle $\alpha$ away from head-on. How does the pair limit change, and can an electron that scatters several times evade it?*

The first product becomes $p\cdot k=\omega(E+P\cos\alpha)$, so
$$X=\frac{2\omega(E+P\cos\alpha)}{m^2}\simeq\frac{2E\omega}{m^2}(1+\cos\alpha)=x\cos^2\frac\alpha2\qquad(E\gg m).$$
The approximate form fails only when $\pi-\alpha$ is of order $m/E$ or smaller, where the laser nearly follows the electrons and $E-P$ cannot be dropped.

To find the largest $k\cdot k'$, go to the rest frame of the incoming electron, where the laser photon has energy $\omega_0=mX/2$. Let the photon be deflected by $\chi$ in this frame, and put $u=1-\cos\chi$, with $0\le u\le2$. Equation (1) reads
$$m\omega_0=m\omega_0'+\omega_0\omega_0'u\quad\Longrightarrow\quad\omega_0'=\frac{\omega_0}{1+(\omega_0/m)u}.$$
Hence
$$k\cdot k'=\omega_0\omega_0'u=\frac{\omega_0^2u}{1+(\omega_0/m)u}.$$
Its derivative with respect to $u$ is $\omega_0^2/[1+(\omega_0/m)u]^2>0$, so the maximum is at $u=2$:
$$2k\cdot k'\Big|_{\max}=\frac{4\omega_0^2}{1+2\omega_0/m}=\frac{m^2X^2}{1+X}.$$
This is (9) again, and the limit (10) on $X$ holds for any crossing angle. The bound was also confirmed numerically for $\alpha=0.6$ rad.

With the 250 GeV beam and the 0.5 µm laser, pairs are avoided if $\cos^2(\alpha/2)<4.828/9.496=0.508$, which means a tilt of more than about 89°. Nothing is gained in photon energy. For a photon emitted along the electron beam, (1) gives
$$\omega'=\frac{\omega(E+P\cos\alpha)}{E-P+\omega(1+\cos\alpha)}\simeq E\,\frac{X}{1+X},$$
where the last form follows for $E\gg m$ on multiplying numerator and denominator by $2E/m^2$. No other direction does appreciably better. Equation (1) reads $p\cdot k=(p+k)\cdot k'=\omega'(E+\omega-\mathbf n\cdot\mathbf Q)$, with $\mathbf n$ the photon's direction and $\mathbf Q$ the total momentum. The bracket is smallest for $\mathbf n$ along $\mathbf Q$, where it equals $m^2(1+X)/(E+\omega+|\mathbf Q|)$, because $(E+\omega)^2-|\mathbf Q|^2=(p+k)^2=m^2(1+X)$. With $p\cdot k=m^2X/2$ the largest energy is $\tfrac12(E+\omega+|\mathbf Q|)\,X/(1+X)\simeq E\,X/(1+X)$ for $E\gg m$ and $E\gg\omega$. Tilting the laser lowers $X$ and the photon fraction together.

Repeated scattering does not evade the limit either. Multiplying $p'=p+k-k'$ by $k$ gives
$$k\cdot p'=k\cdot p-k\cdot k'\le k\cdot p,$$
because the product of two photon four-momenta is not negative. After each scattering the electron has the same or a smaller $X$. Its new direction does not matter, since the bound holds for any crossing angle.

## Variation 2: other ways to make a pair

*Which values of $X$ open (i) pair creation by a scattered photon and two laser photons, and (ii) direct pair creation by the electron and one laser photon?*

**(i)** The available invariant mass squared is
$$(2k+k')^2=4k\cdot k'\le\frac{2m^2X^2}{1+X}.$$
Setting the right-hand side equal to $4m^2$ gives $X^2=2(1+X)$, or $(X-1)^2=3$. The positive root is $X=1+\sqrt3\simeq2.73$.

The 250 GeV beam with the 1.0 µm laser has $x=4.75$ and lies above this value. Condition (10) therefore closes the process with one laser photon, but it is not an absolute ban on pairs. The process with two laser photons needs one more photon from the field. It is suppressed in a weak laser and has to be considered in an intense one.

**(ii)** In $e^-+\text{laser photon}\to e^-e^-e^+$ the final state has three particles of mass $m$. Its invariant mass squared is $3m^2$ plus twice the sum of three products $q_i\cdot q_j$, each at least $m^2$. The minimum is $3m^2+6m^2=9m^2$. The initial state supplies
$$(p+k)^2=m^2+2p\cdot k=m^2(1+X),$$
so the channel opens at $X=8$.

This lies above the limit (10), so a laser chosen to satisfy (10) also keeps the direct channel with one laser photon closed. With two laser photons, $(p+2k)^2=m^2(1+2X)$ reaches $9m^2$ already at $X=4$; like the process in (i), this is suppressed in a weak laser. The 0.5 µm laser at 250 GeV, with $x=9.50$, opens both. The threshold values and the three beam settings are listed in the numerical output.

## Computed values

```
electron mass: 0.510999 MeV
smallest pair invariant mass squared: 4.000000 m^2
--- beam 250 GeV, laser wavelength 1.0 micrometre
laser photon energy: 1.2398 eV
gamma = E/m: 4.8924e+05
x = 4 E omega/m^2: 4.7482
largest photon fraction (four-vectors): 0.82603
x/(1+x): 0.82603
relative difference of the two: 1.2e-12
largest photon energy: 206.51 GeV
Thomson estimate x E: 1187 GeV
energy left to electron: 43.492 GeV
photon-pair invariant mass / 2m: 0.9902
--- beam 250 GeV, laser wavelength 0.5 micrometre
laser photon energy: 2.4797 eV
gamma = E/m: 4.8924e+05
x = 4 E omega/m^2: 9.4963
largest photon fraction (four-vectors): 0.90473
x/(1+x): 0.90473
relative difference of the two: 1.1e-12
largest photon energy: 226.18 GeV
Thomson estimate x E: 2374.1 GeV
energy left to electron: 23.818 GeV
photon-pair invariant mass / 2m: 1.4656
--- beam 1 GeV, laser wavelength 1.0 micrometre
laser photon energy: 1.2398 eV
gamma = E/m: 1957
x = 4 E omega/m^2: 0.0190
largest photon fraction (four-vectors): 0.01864
x/(1+x): 0.01864
relative difference of the two: 1.3e-07
largest photon energy: 0.018639 GeV
Thomson estimate x E: 0.018993 GeV
energy left to electron: 0.98136 GeV
photon-pair invariant mass / 2m: 0.0094
--- thresholds
2(1+sqrt2): 4.828427
P = 0.5 m: threshold X = 4.828427, 4 E omega/m^2 = 6.672722
P = 3 m: threshold X = 4.828427, 4 E omega/m^2 = 4.955579
P = 50 m: threshold X = 4.828427, 4 E omega/m^2 = 4.828910
photon fraction at the limit: 0.82843
threshold X, two laser photons in pair step: 2.73205
threshold X, direct e + laser photon -> e e+ e-: 8.00000
shortest pair-free wavelength at 250 GeV: 0.9834 micrometre
highest pair-free beam energy at 1.0 micrometre: 254.23 GeV
```
